Hartree–Fock by hand: H₂ beside a point charge in STO-3G

**Question**

I want to do one complete self-consistent field (SCF) calculation without a quantum chemistry package. My system is H₂ with protons A at z = 0 and B at z = 1.4 bohr, and a fixed point charge q = +1 e on the axis at z = 4.0 bohr. Each proton carries one STO-3G 1s function with Slater exponent ζ = 1.24. The point charge carries no function.

Without the charge, symmetry gives me the orbital at once. With it, the two coefficients differ, the electron repulsion depends on them, and they depend on the repulsion. I also do not know where the integral formulas come from. How do I get from the Gaussians to the total energy, and does the charge end up attracted or repelled?

**Answer**

You need four integral formulas, a 2×2 matrix that depends on the orbital, and a quadratic equation solved repeatedly until the orbital stops changing.

I use atomic units: lengths in bohr, energies in hartree, charges in e. The nuclei are fixed and relativity is neglected. In SI the one-electron operator is

−(ħ²/2m)∇² − (e²/4πε₀)(1/r_A + 1/r_B + q/r_Q),

with q in units of e and r_A, r_B, r_Q the distances to the three charges. Measuring length in bohr and dividing by the hartree turns both prefactors into numbers:

h = −½∇² − 1/r_A − 1/r_B − q/r_Q.

**The basis functions**

STO-3G replaces the Slater function exp(−r) by three Gaussians exp(−αr²), with

α = 2.227661, 0.405771, 0.109818
d = 0.154329, 0.535328, 0.444635.

The coefficients d multiply normalized Gaussians. For exponent ζ, replace r by ζr, so every α is multiplied by ζ² = 1.5376:

α = 3.425251, 0.623914, 0.168855 bohr⁻².

Since ∫exp(−2αr²)d³r = (π/2α)^(3/2), the norm factor of a primitive is (2α/π)^(3/4). A last common factor normalizes the sum. The fit has overlap 0.9998 with the Slater function, but it has no cusp at the nucleus and falls off too fast far away.

**Overlap and kinetic energy**

Take exp(−a|r−A|²) and exp(−b|r−B|²), where A and B may coincide. Let R = |A−B|, p = a+b and P = (aA+bB)/p. Completing the square gives

a|r−A|² + b|r−B|² = p|r−P|² + aA² + bB² − |aA+bB|²/p.

Over the common denominator p, the constant has numerator

(a+b)(aA²+bB²) − a²A² − b²B² − 2ab A·B = ab|A−B|².

So the product is one Gaussian at P:

K exp(−p|r−P|²), K = exp(−μR²), μ = ab/p.

Its integral is the overlap,

S = (π/p)^(3/2) K.

For the kinetic energy, differentiate the second Gaussian:

−½∇²exp(−b|r−B|²) = (3b − 2b²|r−B|²) exp(−b|r−B|²).

We need the mean of |r−B|² over the product Gaussian. Each Cartesian direction has variance 1/(2p), and the centre is displaced from B by P−B = a(A−B)/p. The mean is therefore 3/(2p) + a²R²/p², and

T = S[3b − 3b²/p − 2a²b²R²/p²].

Because b − b²/p = ab/p = μ,

T = μ(3 − 2μR²)S.

**Attraction to a charge**

Let U be the integral of the product divided by |r−C|. A unit positive charge at C contributes −U to the energy. Write the inverse distance as a sum of Gaussians:

1/|r−C| = (2/√π) ∫₀^∞ exp(−x²|r−C|²) dx.

The product rule with exponents p and x² does the spatial integral. With D = |P−C|,

U = K(2/√π) ∫₀^∞ [π/(p+x²)]^(3/2) exp[−px²D²/(p+x²)] dx.

Substitute u = x/√(p+x²). Then du = p(p+x²)^(−3/2)dx, and u runs from 0 to 1:

U = (2π/p) K F₀(pD²), F₀(t) = ∫₀¹ exp(−tu²)du.

Setting w = √t u gives F₀(t) = ½√(π/t) erf(√t), with F₀(0) = 1.

**Electron repulsion**

The symbol (ab|cd) means the repulsion between the charge distribution ab of electron 1 and cd of electron 2. Let the first product have p, P, K and the second p′, P′, K′. Integrating over electron 2 is the attraction integral again, with C replaced by r₁. It gives K′(2π/p′)F₀(p′|r₁−P′|²). Insert the integral form of F₀ and apply the product rule to r₁. With D = |P−P′|,

(ab|cd) = KK′(2π/p′) ∫₀¹ [π/(p+p′u²)]^(3/2) exp[−pp′u²D²/(p+p′u²)] du.

Now put v = u√(p+p′)/√(p+p′u²). This also runs from 0 to 1, and dv = p√(p+p′)(p+p′u²)^(−3/2)du. The exponent becomes −pp′v²D²/(p+p′), so

(ab|cd) = 2π^(5/2) KK′ F₀[pp′D²/(p+p′)] / [pp′√(p+p′)].

**One primitive pair in numbers**

Take the most diffuse Gaussian on A and its partner on B. Here a = b = 0.168855, so p = 0.33771, P lies at 0.7 bohr and μ = a/2 = 0.084428. Then

K = exp(−0.084428 × 1.4²) = 0.84749.

The product of the two norm factors is (2a/π)^(3/2) = 0.035245. It cancels (π/p)^(3/2) because p = 2a, so the normalized overlap is K itself. The kinetic integral is

0.084428 × (3 − 2 × 0.16548) × 0.84749 = 0.19097 hartree.

For the attraction to proton A, t = 0.33771 × 0.7² = 0.16548 and F₀ = 0.94747:

−0.035245 × (2π/0.33771) × 0.84749 × 0.94747 = −0.5265 hartree.

Each contracted one-electron element is a weighted sum of nine such terms; a repulsion integral has 81.

**The contracted integrals**

In the order AA, AB, BB, with energies in hartree:

S: 1, 0.65932, 1
T: 0.76003, 0.23646, 0.76003
attraction to A: −1.22661, −0.59742, −0.65383
attraction to B: −0.65383, −0.59742, −1.22661
attraction to q: −0.24995, −0.20124, −0.38199
h: −1.37036, −1.15962, −1.50240

The last line is the sum of the four energy lines above it. The attraction of the A function to q passes a simple check. A spherical electron cloud lying wholly inside a radius of 4 bohr would give −1/4; the small difference is the part of the cloud that reaches farther out.

Exchanging the electrons, exchanging functions within a pair, and reflecting the molecule leave four distinct repulsion integrals, in hartree:

(AA|AA) = 0.77461
(AA|BB) = 0.56968
(AB|AA) = 0.44411
(AB|AB) = 0.29703

The external charge does not enter these.

**The equation to iterate**

Both electrons occupy ψ = c_Aφ_A + c_Bφ_B with opposite spins. The energy is

E = 2Σc_m c_n h_mn + Σc_m c_n c_l c_s (mn|ls) + E_rep,

where E_rep is the repulsion among the three fixed charges. Minimize E with cᵀSc = 1, using a multiplier 2ε. The derivative with respect to c_m, divided by 4, is

Σ_n h_mn c_n + Σ_nls (mn|ls)c_n c_l c_s = ε Σ_n S_mn c_n.

The usual closed-shell form uses P_mn = 2c_m c_n and

F_mn = h_mn + Σ_ls P_ls[(mn|ls) − ½(ml|ns)].

Acting on c, the first repulsion term gives twice the sum in the derivative. The second subtracts it once, as you see by exchanging the names n and l. The condition is thus Fc = εSc. The same counting gives

E = ½Σ_mn P_mn(h_mn + F_mn) + E_rep.

The energy is not 2ε + E_rep, because 2ε counts the repulsion between the two electrons twice.

Written out, the Fock elements are

F_AA = h_AA + ½P_AA(AA|AA) + P_AB(AB|AA) + P_BB[(AA|BB) − ½(AB|AB)]
F_AB = h_AB + ½(P_AA+P_BB)(AB|AA) + P_AB[(3/2)(AB|AB) − ½(AA|BB)],

and F_BB follows from F_AA by exchanging P_AA with P_BB and h_AA with h_BB.

A nonzero c requires (F_AA−ε)(F_BB−ε) − (F_AB−εS)² = 0, where S now means S_AB. Collecting powers of ε,

(1−S²)ε² − (F_AA+F_BB−2SF_AB)ε + F_AAF_BB − F_AB² = 0.

Take the lower root. The first row of Fc = εSc then gives

c_B/c_A = −(F_AA−ε)/(F_AB−εS),

and normalization gives c_A = 1/√(1+ρ²+2Sρ), where ρ = c_B/c_A.

**Running it**

Start with F = h, which ignores electron repulsion. Build P from the resulting orbital, build F, solve the quadratic, and repeat:

density 1: c_A = 0.40669, c_B = 0.68396, E = −1.116640
density 2: c_A = 0.44666, c_B = 0.64743, E = −1.119380
density 3: c_A = 0.45088, c_B = 0.64352, E = −1.119411
converged: c_A = 0.451365, c_B = 0.643062, E = −1.119411

The energy settles before the coefficients do. It is stationary at the solution, so a small coefficient error enters it in second order.

The starting orbital leans too far towards B. To see why, use the normalized sum and difference of φ_A and φ_B, the bonding and antibonding orbitals of free H₂. For a matrix M with mean diagonal element m, their levels are (m+M_AB)/(1+S) and (m−M_AB)/(1−S), and their coupling is (M_AA−M_BB)/[2√(1−S²)]. For h the gap is 0.752 and the coupling 0.088 hartree. For the converged F they are 1.218 and 0.097 hartree. Repulsion slightly increases the coupling here, but it widens the gap much more, so the two orbitals mix less.

You can check the final cycle by hand. The density elements are

P_AA = 2 × 0.451365² = 0.40746
P_AB = 2 × 0.451365 × 0.643062 = 0.58051
P_BB = 2 × 0.643062² = 0.82706.

For example,

F_AA = −1.37036 + 0.15781 + 0.25781 + 0.34833 = −0.60641.

Likewise F_AB = −0.79220 and F_BB = −0.75266. The quadratic is

0.5653ε² + 0.3144ε − 0.1712 = 0,

whose lower root is ε = −0.89467 hartree. The ratio is

c_B/c_A = 0.28826/0.20233 = 1.4247,

which reproduces the coefficients we put in. That is what self-consistent means.

The electronic energy is

½[0.40746(−1.97677) + 2(0.58051)(−1.95182) + 0.82706(−2.25505)] = −2.46831 hartree.

The fixed charges contribute

1/1.4 + 1/4.0 + 1/2.6 = 1.34890 hartree.

The total is

E = −1.1194 hartree = −4.880 × 10⁻¹⁸ J.

A stationary point need not be the lowest one. The numerical check therefore also searches all normalized real combinations of φ_A and φ_B directly, and finds the same minimum.

**Is the charge attracted?**

For free H₂, symmetry gives c_A = c_B = 1/√[2(1+S)] = 0.548934, and the energy is −1.116714 hartree. Compare in two stages.

First bring up the charge while keeping the density of free H₂. Every P_mn is then 2 × 0.548934² = 0.60266, and the energy changes by

1/4.0 + 1/2.6 − 0.60266(0.24995 + 2 × 0.20124 + 0.38199) = +0.0112 hartree.

With the density frozen, bringing the charge from far away to this point costs energy, although the molecule is neutral.

Then let the orbital relax. This lowers the energy by 0.0139 hartree. Relaxation cannot raise it, because the old orbital is still available in the minimization. The sum is

0.0112 − 0.0139 = −0.0027 hartree.

So in this model the energy is slightly lower with the charge at this position than with it far away, and polarization is what makes the difference. This compares two energies; it does not by itself give the direction of the force at 4.0 bohr. For that, repeat the SCF with the charge at 3.999 and 4.001 bohr: the slope is dE/dz = +0.0028 hartree/bohr, so in this model the charge is pulled towards the molecule there. The attraction has a limited range: the same two-function energy difference is +0.0145 hartree at 2.8 bohr and +0.0003 hartree at 8 bohr.

The shift of density is visible in the Mulliken populations, which divide the overlap density equally between the two functions:

n_A = P_AA + P_AB S = 0.790, n_B = P_BB + P_AB S = 1.210.

The equal division is a convention, so these are not measurable atomic charges.

The slope of E with respect to q gives another check. The basis does not depend on q, and E is stationary in the coefficients, so their change contributes nothing at first order. What remains is the explicit dependence on q:

dE/dq = 1/4.0 + 1/2.6 − Σ_mn P_mn U_mn,

where U is the attraction integral for a unit charge at 4.0 bohr. This is the electrostatic potential of the molecule at the charge. At q = 1 it is −0.0168 hartree/e, and finite differences of the SCF energy agree. At q = 0 the free density gives +0.0112 hartree/e. A very small positive charge at this point is therefore repelled in the energy sense used above; a full unit charge polarizes the molecule enough to reverse the sign.

**What the number leaves out**

The six decimals are for checking your code; they are not the accuracy of the physics. In larger bases the signs stay but the sizes do not: the Hartree–Fock interaction energy of −0.0027 hartree becomes −0.018 in cc-pVTZ, −0.028 in aug-cc-pVTZ and −0.034 in aug-cc-pVQZ, still falling. In the last basis the relaxation term is −0.051 instead of −0.014 hartree and the total energy is −1.168 hartree. With two s functions the density can shift along the bond, but it cannot polarize sideways, and with the exponents fixed its width across the bond barely changes (⟨x²+y²⟩ per electron goes from 1.374 to 1.371 bohr²). The single doubly occupied orbital also leaves out electron correlation.

The method gets worse as the bond is stretched. For free H₂ with negligible overlap, ψ(1)ψ(2) becomes

½[φ_A(1)φ_A(2) + φ_B(1)φ_B(2) + φ_A(1)φ_B(2) + φ_B(1)φ_A(2)].

Half of its weight has both electrons on the same atom, which is wrong for two separated hydrogen atoms.

Finally, a charge of +1 e is electrically a proton, but a proton in a molecular calculation would carry basis functions of its own. Adding them could only lower the Hartree–Fock minimum or leave it unchanged, since the present orbitals would remain available. Read the result as H₂ in the field of an external charge, not as a calculation of a three-proton molecule.

Computed values

```
Proton separation: 1.4000 bohr; zeta: 1.2400 1/bohr
External charge: 1.0000 e at z = 4.0000 bohr
Overlap of refitted Gaussians with Slater 1s: 0.999835
Primitive 1: fit exponent 2.227661, scaled 3.425251 1/bohr^2, coefficient 0.154329
Primitive 2: fit exponent 0.405771, scaled 0.623914 1/bohr^2, coefficient 0.535328
Primitive 3: fit exponent 0.109818, scaled 0.168855 1/bohr^2, coefficient 0.444635
Example: normalized primitive 3 on A with primitive 3 on B
  p = 0.337711 1/bohr^2; P = 0.700000 bohr; K = 0.847488
  product of norms = 0.035245 bohr^-3
  overlap = 0.847488
  kinetic = 0.190974 hartree
  t for proton A = 0.165478; F0(t) = 0.947474
  attraction to A = -0.526537 hartree
Contracted matrices, order AA, AB, BB:
  S: 1.000000, 0.659318, 1.000000 
  T: 0.760032, 0.236455, 0.760032 hartree
  V from A: -1.226614, -0.597417, -0.653827 hartree
  V from B: -0.653827, -0.597417, -1.226614 hartree
  V from q: -0.249950, -0.201242, -0.381987 hartree
  h: -1.370359, -1.159622, -1.502396 hartree
  converged F: -0.606414, -0.792202, -0.752658 hartree
  (AA|AA) = 0.774606 hartree
  (AA|BB) = 0.569676 hartree
  (AB|AA) = 0.444108 hartree
  (AB|AB) = 0.297029 hartree
Largest quadrature difference, one-electron: 8.7e-14 a.u.
Largest quadrature difference, repulsion: 2.0e-14 hartree
SCF density 1: E = -1.11664011 hartree, cA = 0.406692, cB = 0.683963
SCF density 2: E = -1.11937999 hartree, cA = 0.446661, cB = 0.647431
SCF density 3: E = -1.11941083 hartree, cA = 0.450875, cB = 0.643518
SCF density 4: E = -1.11941116 hartree, cA = 0.451314, cB = 0.643109
SCF density 5: E = -1.11941117 hartree, cA = 0.451359, cB = 0.643067
SCF density 6: E = -1.11941117 hartree, cA = 0.451364, cB = 0.643062
SCF density 7: E = -1.11941117 hartree, cA = 0.451365, cB = 0.643062
Densities evaluated before convergence: 12
Final cA = 0.451365, cB = 0.643062; eps = -0.894672 hartree
Mulliken electrons: A 0.790201, B 1.209799
Repulsion of fixed charges: 1.348901 hartree
Electronic energy: -2.468312 hartree
Total energy with charge: -1.119411 hartree = -4.880347e-18 J
Direct angle minimization: -1.119411 hartree
PySCF total energy: -1.119411 hartree
Free H2: c = 0.548934, total energy = -1.116714 hartree
Frozen-density interaction: 0.011214 hartree
Polarization energy: -0.013911 hartree
Net interaction energy: -0.002697 hartree
dE/dq by differences: -0.016801 hartree/e
Potential at the charge: -0.016801 hartree/e
```
